# Helmholtz Green function iteration: preconditioned gradient step and kinetic-free energy update

An electron bound in a potential well has a wavefunction that varies smoothly, yet a fine grid that represents it also carries very short waves with very large kinetic energy. A plain gradient descent on the energy must take steps small enough to keep those waves stable, and the smooth part of the error then decays slowly. Applying the kinetic operator also means differentiating twice, which amplifies short-wave errors. Both difficulties suggest inverting the kinetic operator instead. Is the resulting iteration a descent on the energy, can the energy be found without differentiating, and when does the iteration converge?

## Setting and theorem

Let \(H=T+V\), with \(T=-(\hbar^2/2m)\nabla^2\). The potential \(V\) is real, local, bounded and tends to zero far away. Functions are real and lie in the domain of \(T\), and \(\langle f|g\rangle\) is the usual integral. The Rayleigh quotient is
\[
R[\psi]=\frac{\langle\psi|H|\psi\rangle}{\langle\psi|\psi\rangle}.
\]
For \(E<0\) put \(A=T-E\). Since \(T\ge 0\), we have \(A\ge |E|>0\), so \(A\) has a bounded inverse. The eigenvalue equation \((T+V-E)\psi=0\) is the same as \(A\psi=-V\psi\), which suggests the iteration
\[
\psi'=-(T-E)^{-1}V\psi .
\]
We assume \(V\psi\neq0\), so that \(\psi'\neq0\). The proofs below are written for a bounded, local and fixed \(V\); a bare Coulomb nucleus, exchange or nonlocal pseudopotential terms, and a potential updated self-consistently lie outside these hypotheses and need separate arguments.

**Theorem.**

(i) For every \(E<0\), \(\psi'=\psi-(T-E)^{-1}(H-E)\psi\). If \(E=R[\psi]\), this is a preconditioned gradient step on \(R\).

(ii) For every \(E<0\), whether or not it equals \(R[\psi]\),
\[
R[\psi']=E'=E+\frac{\langle\psi'|V|\psi'-\psi\rangle}{\langle\psi'|\psi'\rangle}.
\]

(iii) If \(V\le0\) everywhere and \(E=R[\psi]<0\), then \(E'\le E\), with equality only if \(H\psi=E\psi\).

(iv) Let \(E_0<0\) be a nondegenerate ground-state energy, and let \(E=R[\psi]\) at each step. The iteration converges locally to the ground state if \(T-V-E_0\), with the potential inverted, is strictly positive. If that operator has a negative eigenvalue, the ground state is an unstable fixed point.

## The Green function

**Lemma 1.** With \(\kappa=\sqrt{-2mE}/\hbar\), the kernel of \((T-E)^{-1}\) is
\[
G(r)=\frac{2m}{\hbar^2}\frac{e^{-\kappa r}}{4\pi r}\ \ \text{(three dimensions)},\qquad
G(x)=\frac{m}{\hbar^2\kappa}e^{-\kappa|x|}\ \ \text{(one dimension)}.
\]

*Proof.* Multiplying \((T-E)G=\delta\) by \(2m/\hbar^2\) gives \((-\nabla^2+\kappa^2)G=(2m/\hbar^2)\delta\). In three dimensions write \(G=f(r)/r\). Away from the origin \(f''=\kappa^2f\), and the decaying solution is \(f=Ce^{-\kappa r}\). Integrate the equation over a small sphere. The outward flux of \(-\nabla G\) tends to \(4\pi C\), and the \(\kappa^2\) term tends to zero, so \(4\pi C=2m/\hbar^2\). In one dimension \(G=Ce^{-\kappa|x|}\), whose slope jumps by \(-2\kappa C\) at the origin. Hence \(2\kappa C=2m/\hbar^2\). ∎

One step therefore multiplies \(\psi\) by \(-V\) and smooths the product over a length \(1/\kappa\), the decay length of a state of energy \(E\).

## Proof of (i): the gradient step

Insert \(V=(H-E)-(T-E)\) into the iteration:
\[
\psi'=-(T-E)^{-1}(H-E)\psi+(T-E)^{-1}(T-E)\psi
=\psi-(T-E)^{-1}(H-E)\psi .
\]
To identify the gradient, vary \(\psi\) by \(\delta\psi\). The numerator of \(R\) changes by \(2\langle\delta\psi|H|\psi\rangle\) and the denominator by \(2\langle\delta\psi|\psi\rangle\), so
\[
\delta R=\frac{2\langle\delta\psi|(H-R)\psi\rangle}{\langle\psi|\psi\rangle},
\qquad
\frac{\delta R}{\delta\psi}=\frac{2(H-R)\psi}{\langle\psi|\psi\rangle}.
\]
When \(E=R[\psi]\),
\[
\psi'=\psi-\tfrac12\langle\psi|\psi\rangle\,(T-E)^{-1}\frac{\delta R}{\delta\psi}. \qquad ∎
\]

The preconditioner is \((T-E)^{-1}\), and the step along the preconditioned residual has length one. Because the preconditioner is positive, the direction is downhill to first order. That does not yet show that a step of this finite length lowers the energy. If \(E\ne R[\psi]\), the first identity still holds, but \((H-E)\psi\) is no longer proportional to the gradient.

## Proof of (ii): the energy without the kinetic operator

The iteration says \((T-E)\psi'=-V\psi\). Project this on \(\psi'\):
\[
\langle\psi'|T|\psi'\rangle=E\langle\psi'|\psi'\rangle-\langle\psi'|V|\psi\rangle .
\]
The kinetic energy of the new function is thus known from integrals over \(V\). Adding \(\langle\psi'|V|\psi'\rangle\) gives
\[
\langle\psi'|H|\psi'\rangle=E\langle\psi'|\psi'\rangle+\langle\psi'|V|\psi'-\psi\rangle ,
\]
and division by \(\langle\psi'|\psi'\rangle\) proves (ii). ∎

**Remark 1 (use).** The \(\psi'\) in the formula is the function before normalization, since the projection used its actual size. Afterwards it may be normalized, which leaves \(R\) unchanged. One may start from any guess \(E<0\): after one step \(E'\) is the Rayleigh quotient of the current function. The next step requires \(E'<0\).

**Remark 2 (inexact inversion).** If the Green function is applied with an error, so that \((T-E)\psi'=-V\psi+\rho\), the same projection adds \(\langle\psi'|\rho\rangle/\langle\psi'|\psi'\rangle\) to the true Rayleigh quotient. The formula omits this term. Its error is of first order in \(\rho\), and its value need not then lie above \(E_0\).

## Proof of (iii): monotone descent in an attractive potential

Put \(W=-V\ge0\) and \(B=A^{-1}W\), so \(\psi'=B\psi\). Use the inner product \((f,g)_A=\langle f|A|g\rangle\), which is positive because \(A\) is. Then
\[
(f,Bg)_A=\langle f|W|g\rangle=(Bf,g)_A,\qquad (f,Bf)_A\ge0 ,
\]
so \(B\) is self-adjoint and nonnegative in this inner product. Define \(m_k=(\psi,B^k\psi)_A\). The condition \(E=R[\psi]\) reads
\[
m_0-m_1=\langle\psi|T-E+V|\psi\rangle=0 ,
\]
so \(m_1=m_0>0\). The Cauchy–Schwarz inequality, first for \((f,g)_A\) and then for the nonnegative form \((f,Bg)_A\), gives
\[
m_1^2\le m_0m_2,\qquad m_2^2\le m_1m_3 .
\]
Therefore
\[
\frac{m_3}{m_2}\ge\frac{m_2}{m_1}\ge\frac{m_1}{m_0}=1 .
\]
Since \(\langle\psi'|W|\psi'\rangle=(B\psi,B^2\psi)_A=m_3\) and \(\langle\psi'|W|\psi\rangle=(B\psi,B\psi)_A=m_2\), part (ii) becomes
\[
E'-E=-\frac{m_3-m_2}{\langle\psi'|\psi'\rangle}\le0 .
\]
Equality requires \(m_3=m_2\). The chain of ratios then forces \(m_2=m_1=m_0\), and
\[
(B\psi-\psi,B\psi-\psi)_A=m_2-2m_1+m_0=0 .
\]
So \(B\psi=\psi\), which is \(H\psi=E\psi\). ∎

The energy stays negative, so the next step is always defined. The energies decrease and are bounded below by the lowest level, so they converge, but this argument does not identify the limit. In a symmetric well, for instance, the iteration preserves parity, and an odd start can never fall below the lowest odd level.

## Proof of (iv): local convergence

Let \(A_0=T-E_0\) and \(B_0=-A_0^{-1}V\), now with \(V\) of either sign. As before, \(B_0\) is self-adjoint in \((f,g)_{A_0}\). Because \(V\) is bounded and vanishes far away, \(B_0\) is compact in this inner product. To see this, note that \(f\mapsto A_0^{1/2}f\) turns \((f,g)_{A_0}\) into the usual inner product and carries \(B_0\) into \(-A_0^{-1/2}VA_0^{-1/2}\). Set \(V\) to zero beyond a radius \(L\), and set \(A_0^{-1/2}\) to zero beyond a momentum \(P\). The truncated product \(VA_0^{-1/2}\) has a kernel \(V_L(x)g_P(x-y)\) with both factors square-integrable, so the kernel is square-integrable and the operator is compact. The removed parts have norms \(\sup_{|x|>L}|V|\) and \((P^2/2m-E_0)^{-1/2}\), which tend to zero, so \(VA_0^{-1/2}\) is a norm limit of compact operators and is compact. Multiplying by the bounded \(A_0^{-1/2}\) keeps it compact. Its nonzero spectrum consists of eigenvalues \(\mu\) that can accumulate only at zero.

**Lemma 2.** The eigenvalue \(\mu=1\) belongs to the ground state alone, and no \(\mu\) exceeds 1. All \(\mu\) exceed \(-1\) if and only if \(T-V-E_0\) is strictly positive.

*Proof.* The equation \(B_0\phi=\mu\phi\) means \(-V\phi=\mu(T-E_0)\phi\), or
\[
\left(T+\frac{V}{\mu}\right)\phi=E_0\phi .
\]
For \(\mu=1\) this is the ground-state equation. If \(\mu>1\), put \(s=1/\mu\), so \(0<s<1\), and write
\[
T+sV-E_0=s(H-E_0)+(1-s)(T-E_0).
\]
The first term is nonnegative and the second strictly positive, so no such \(\phi\) exists. Finally,
\[
(f,(1+B_0)f)_{A_0}=\langle f|T-V-E_0|f\rangle ,
\]
and the left side is positive for all \(f\ne0\) exactly when all \(\mu>-1\). ∎

Now let \(\psi=\psi_0+\eta\), scaled so that \((\psi_0,\eta)_{A_0}=0\). Since \((H-E_0)\psi_0=0\),
\[
E-E_0=\frac{\langle\eta|H-E_0|\eta\rangle}{\langle\psi|\psi\rangle},
\]
which is of second order in \(\eta\). Also
\[
(T-E)^{-1}-A_0^{-1}=(E-E_0)(T-E)^{-1}A_0^{-1},
\]
so replacing \(E\) by \(E_0\) in the Green function costs only second order. Hence
\[
\psi'=\psi_0+B_0\eta+O(\eta^2).
\]
Each component of \(\eta\) along an eigenfunction of \(B_0\) is multiplied by its \(\mu\). If \(T-V-E_0\) is strictly positive, Lemma 2 and compactness give a largest remaining \(|\mu|\) below 1, and the deviation shrinks. If \(T-V-E_0\) has a negative eigenvalue, some \(\mu<-1\), and a small deviation along that eigenfunction grows with alternating sign. ∎

**Remark 3 (energy error).** Expand \(\eta=\sum_jc_j\phi_j\) in eigenfunctions normalized in \((f,g)_{A_0}\). Since \(H-E_0=A_0(1-B_0)\),
\[
\langle\eta|H-E_0|\eta\rangle=\sum_j(1-\mu_j)c_j^2 .
\]
To leading order the energy error therefore falls by the square of the factor for the function.

**Remark 4 (why it preconditions).** The error operator of a gradient method is governed by \(H-E_0\), whose largest eigenvalue on a grid of spacing \(h\) grows as \(1/h^2\). The preconditioned operator is \(A_0^{-1}(H-E_0)=1-B_0\). Its eigenvalues \(1-\mu_j\) cluster at 1, because short waves have \(\mu_j\) near zero, and refining the grid adds more eigenvalues near 1.

**Remark 5 (repulsive regions).** Choose a constant \(c\ge\max V\), \(c\ge0\), and replace \(V\) by \(V-c\) and \(E\) by \(E-c\). The Hamiltonian equation is unchanged, but the iteration becomes
\[
\psi'=-(T+c-E)^{-1}(V-c)\psi,\qquad
E'=E+\frac{\langle\psi'|V-c|\psi'-\psi\rangle}{\langle\psi'|\psi'\rangle}.
\]
The proof of (iii) did not use the decay of \(V\), so descent is restored for \(E=R[\psi]<c\). Among such shifts a larger one cannot be faster near the ground state: the preconditioned operator is now \((T+c-E_0)^{-1}(H-E_0)\), and a larger \(c\) lowers the quotient \(\langle f|H-E_0|f\rangle/\langle f|T+c-E_0|f\rangle\) for every \(f\) other than the ground state. By the min–max principle its smallest nonzero spectral value cannot rise. The error factors are one minus these values, and they are nonnegative because \(c-V\ge0\), so the slowest factor is one minus the smallest nonzero value and cannot fall as \(c\) grows. This does not compare the shifted iteration with an unshifted one whose rate is set by a negative factor.

**Remark 6 (excited states).** At an excited level \(E_k<0\), with \(A=T-E_k\) and \(B=-A^{-1}V\), the ground state gives
\[
(\psi_0,(1-B)\psi_0)_A=\langle\psi_0|H-E_k|\psi_0\rangle<0 ,
\]
so some \(\mu>1\). Excited states are therefore unstable fixed points of the plain iteration. Projecting out the lower states after each step is the usual remedy, but it does not by itself guarantee convergence: for a weakly bound excited level the projected step can have a factor below \(-1\), even when \(V\le0\).

## An electron in a model well

Take one dimension and \(V=-V_0\,\mathrm{sech}^2(x/a)\), with \(V_0=10\) eV and \(a=0.2\) nm. With \(y=x/a\), energies in units of \(\hbar^2/2ma^2\) belong to
\[
h_\ell=-\frac{d^2}{dy^2}-\ell(\ell+1)\,\mathrm{sech}^2y .
\]
Let \(D_\ell=d/dy+\ell\tanh y\). Multiplying out, with \((\tanh y)'=\mathrm{sech}^2y=1-\tanh^2y\),
\[
D_\ell^\dagger D_\ell=h_\ell+\ell^2,\qquad D_\ell D_\ell^\dagger=h_{\ell-1}+\ell^2 .
\]
For \(\ell>0\), \(D_\ell\) annihilates \(\mathrm{sech}^\ell y\), which gives the lowest level \(-\ell^2\). The two products share their nonzero eigenvalues, so the other levels of \(h_\ell\) are those of \(h_{\ell-1}\). Repetition gives \(-(\ell-n)^2\) for \(0\le n<\ell\). It stops when the index lies between \(-1\) and 0, where the potential is no longer attractive.

Here \(\hbar^2/2m=0.0381\) eV nm², so
\[
\lambda(\lambda+1)=\frac{2mV_0a^2}{\hbar^2}=\frac{10\times0.04}{0.0380998}=10.499,\qquad\lambda=2.7785,
\]
and
\[
E_0=-\frac{\hbar^2\lambda^2}{2ma^2}=-7.3535\ \text{eV}=-1.1782\times10^{-18}\ \text{J}.
\]
For the error factors, \(T+V/\mu\) must have \(E_0\) as its \(n\)th level. Its strength is \(\ell(\ell+1)=\lambda(\lambda+1)/\mu\), and \(\ell-n=\lambda\), so
\[
\mu_n=\frac{\lambda(\lambda+1)}{(\lambda+n)(\lambda+n+1)},
\]
which gives \(\mu_0=1\), \(\mu_1=0.5815\), \(\mu_2=0.3802\).

Start with a normalized Gaussian \(\propto e^{-(x-x_0)^2/2w^2}\), \(w=0.2\) nm, \(x_0=0.1\) nm. Its Rayleigh quotient is \(-6.0226\) eV, hence \(\kappa=12.573\) nm⁻¹. The first step gives \(\langle\psi'|\psi'\rangle=1.06532\) and \(\langle\psi'|V|\psi'-\psi\rangle=-1.12887\) eV, so
\[
E'=-6.02262+\frac{-1.128865}{1.065324}=-6.02262-1.05964=-7.08226\ \text{eV}.
\]
Starting the same function with the arbitrary value \(E=-3\) eV gives a different \(\psi'\), with \(E'=-6.9139\) eV. The program confirms both values with a separate kinetic matrix.

| Step | Energy (eV) | Error relative to \(E_0\) (eV) |
|---|---|---|
| 0 | −6.0226 | 1.33 |
| 1 | −7.0823 | 0.271 |
| 2 | −7.2911 | 0.0624 |
| 4 | −7.3485 | 0.00493 |
| 8 | −7.3534 | 0.0000574 |

The error ratio from step 14 to 15 is 0.3381, equal to \(\mu_1^2\) at this precision. The early ratios are smaller. Near convergence, Remark 3 makes the ratio a weighted mean of the \(\mu_j^2\), and the weight moves towards the slowest component as the others die out. A centred Gaussian has no odd component, so \(\mu_1\) is absent. The observed ratio is then 0.1446, as \(\mu_2^2\) predicts.

On grids of 128 and 256 points in a 6 nm box, with the kinetic operator in a sinc basis, the ratio of the largest to the smallest nonzero eigenvalue of \(H-E_0\) is 40.5 and 158.3. For the preconditioned operator it is 2.389 on both, which is \(1/(1-\mu_1)\). If the nonzero eigenvalues run from \(e_1\) to \(e_2\), a plain gradient step of length \(s\) has error factors \(1-se\). The best fixed choice, \(s=2/(e_1+e_2)\), balances the two ends and gives \((K-1)/(K+1)\), with \(K=e_2/e_1\). On the finer grid this is 0.987 per step, against 0.581 for the Green function iteration. The unpreconditioned numbers depend on the discretization: three-point finite differences on the same grids give ratios of 17.8 and 65.7 and a factor of 0.970 on the finer grid, while the preconditioned ratios are 2.42 and 2.40.

Now add a barrier \(30\,\mathrm{sech}^2[(x-1\,\text{nm})/a]\) eV. The ground energy hardly moves, to \(-7.3450\) eV, but the inverted potential has a level at \(-25.107\) eV, far below it. Part (iv) predicts instability. The most negative factor is \(\mu=-3.003\), and a tiny deviation placed in the barrier is seen to grow by 3.003 per step. With the shift \(c=30\) eV of Remark 5 the energy descends monotonically and converges to \(-7.3450\) eV; the run was stopped at 250 steps, well after this value was reached. The barrier, where the electron is almost absent, thus decides whether the unshifted iteration converges.

At the first excited level of the original well, \(-3.0129\) eV, the largest factor belongs to the weakest potential \(V/\mu\) with a level at this energy, namely the one whose lowest level lies there. Then \(\ell=\lambda-1\) and \(\mu=\lambda(\lambda+1)/[(\lambda-1)\lambda]=(\lambda+1)/(\lambda-1)=2.125\), in accord with Remark 6. With the lower states projected out in the ordinary inner product, the step contracts at both excited levels of this well, with largest factors 0.55 and 0.45. In a shallower well with \(\lambda=1.1\), whose first excited level is barely bound, the projected step has a factor near \(-3.4\) and is unstable. The numerical check also compares the kernels with quadrature and the gradient step with finite differences.

## Table of computed values

```
hbar^2/2m = 0.0380998 eV nm^2
Well depth V0 = 10.0 eV, length a = 0.2 nm
Box = 6.0 nm, points = 256, spacing = 0.02344 nm
Strength lam(lam+1) = 10.49874, lam = 2.77853
Closed-form ground energy = -7.35346580 eV
Same in joule = -1.178155e-18 J
Closed-form first excited energy = -3.012893 eV
Start Gaussian: width 0.2 nm, centre 0.1 nm
Start Rayleigh quotient = -6.02261819 eV
Start kappa = 12.57278 1/nm
Step 1 <psi'|psi'> = 1.06532429
Step 1 <psi'|V|psi'-psi> = -1.12886521 eV
Step 1 energy change = -1.05964467 eV
Step 1 new energy = -7.08226286 eV
Iteration, energy (eV), energy error (eV):
   0  -6.02261819  1.331e+00
   1  -7.08226286  2.712e-01
   2  -7.29107233  6.239e-02
   3  -7.33685951  1.661e-02
   4  -7.34853862  4.927e-03
   5  -7.35190464  1.561e-03
   6  -7.35295383  5.120e-04
   8  -7.35340844  5.736e-05
  10  -7.35345927  6.531e-06
  15  -7.35346577  2.882e-08
Error factors mu_0..mu_4 = 1.00000, 0.58146, 0.38021, 0.26803, 0.19912
Energy-error ratio, displaced start, steps 14-15: 0.33809
mu_1 squared = 0.33810
Energy-error ratio, centred start, steps 7-8: 0.14460
mu_2 squared = 0.14456
Largest mu at first excited state = 2.12453
Arbitrary E = -3.0 eV gives E' = -6.91386422 eV
Largest energy-update deviation = 4.4e-15 eV
Largest gradient-step deviation = 7.7e-09 nm^-1/2
Largest 1D-kernel deviation = 2.2e-16 nm^-1/2
Random starts with E < 0: 379
Largest energy change among them = -1.321e-01 eV
Spread of H-E0, 128 and 256 points: 40.50, 158.29
Preconditioned spread, 128 and 256 points: 2.38926, 2.38926
Best fixed-step plain gradient factor, 256 points: 0.98744
Barrier height = 30.0 eV at x = 1.0 nm
Ground energy with barrier = -7.344986 eV
Ground energy of inverted potential = -25.107274 eV
Most negative mu with barrier = -3.00267
Observed growth of deviation per step = 3.00265
Shift c = 30.0 eV: energy after 250 steps = -7.344986 eV
```
